# The g Factor of a Bound Dirac-Coulomb Level: a numerical check

```python
"""Bound-state g factor of a Dirac-Coulomb level.

Result under test:  g = kappa*(kappa*E/(m c^2) - 1/2) / (j(j+1)),
where the linear Zeeman energy is g*mu_B*B*m_j, E includes the rest energy,
kappa is the Dirac angular quantum number and j = |kappa| - 1/2.
For any central potential E/(m c^2) is replaced by <beta>.

Internal units: energy m c^2, length hbar/(m c).  coupling = Z*alpha.
Spinor: (P*Omega_kappa, i*Q*Omega_-kappa)/r, with R = integral of r*P*Q.
In these units g = <(r x alpha)_z>/m_j.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.special import eval_genlaguerre, gammaln, lpmv, roots_genlaguerre

ALPHA = const.fine_structure
REST_KEV = const.m_e * const.c**2 / const.e / 1e3
LENGTH_PM = const.hbar / (const.m_e * const.c) * 1e12
MU_B_UEV = const.e * const.hbar / (2 * const.m_e) / const.e * 1e6
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.array([[1, 0], [0, -1]], complex)


def j_of(kappa):
    return abs(kappa) - 0.5


def l_of(kappa):
    return kappa if kappa > 0 else -kappa - 1


def g_formula(kappa, mean_beta):
    j = j_of(kappa)
    return kappa * (kappa * mean_beta - 0.5) / (j * (j + 1))


def lande(kappa):
    """Lande factor from l, s = 1/2 and j, with spin factor 2."""
    j, l = j_of(kappa), l_of(kappa)
    return 1 + (j * (j + 1) + 0.75 - l * (l + 1)) / (2 * j * (j + 1))


def coulomb_energy(n, kappa, coupling):
    gamma = sqrt(kappa**2 - coupling**2)
    return 1 / sqrt(1 + (coupling / (n - abs(kappa) + gamma))**2)


# ---------- angular part from explicit spinors ----------
def harmonic(l, m, cos_t, phi):
    if abs(m) > l:
        return np.zeros_like(cos_t * phi, dtype=complex)
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * np.conj(y)


def omega(kappa, m, cos_t, phi):
    l = l_of(kappa)
    plus = sqrt((l + m + 0.5) / (2*l + 1))
    minus = sqrt((l - m + 0.5) / (2*l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up * harmonic(l, round(m - 0.5), cos_t, phi),
                     down * harmonic(l, round(m + 0.5), cos_t, phi)])


nodes, node_weights = np.polynomial.legendre.leggauss(16)
phis = 2 * pi * np.arange(16) / 16
COS, PHI = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
WEIGHT = np.repeat(node_weights, 16) * 2 * pi / 16
SIN = np.sqrt(1 - COS**2)
NX, NY = SIN * np.cos(PHI), SIN * np.sin(PHI)


def apply(matrix, spinor):
    return np.einsum("ab,bp->ap", matrix, spinor)


def cross_z(spinor):
    """(n x sigma)_z acting on a spinor given on the angular grid."""
    return NX * apply(SY, spinor) - NY * apply(SX, spinor)


def bracket(left, right):
    return np.sum(WEIGHT * np.sum(np.conj(left) * right, axis=0))


def angular_factor(kappa, m):
    """<(r x alpha)_z> divided by the radial integral R."""
    upper = omega(kappa, m, COS, PHI)
    lower = 1j * omega(-kappa, m, COS, PHI)
    return (bracket(upper, cross_z(lower))
            + bracket(lower, cross_z(upper))).real


for kappa in (-1, 1, -2, 2, -3, 3):
    j = j_of(kappa)
    for m in np.arange(-j, j + 1):
        om = omega(kappa, m, COS, PHI)
        partner = omega(-kappa, m, COS, PHI)
        sigma_n = NX*apply(SX, om) + NY*apply(SY, om) + COS*apply(SZ, om)
        assert abs(bracket(om, om) - 1) < 1e-12
        assert np.max(abs(sigma_n + partner)) < 1e-12
        spin = bracket(om, apply(SZ, om)).real
        assert abs(spin - m * (0.5 - kappa) / (j * (j + 1))) < 1e-12
        tilt = bracket(om, COS * sigma_n).real - spin
        assert abs(tilt - kappa * m / (j * (j + 1))) < 1e-12
        assert abs(angular_factor(kappa, m) - 2 * tilt) < 1e-12
        # the field does not couple degenerate levels kappa and -kappa
        assert abs(bracket(om, cross_z(om))) < 1e-12


# ---------- radial part by diagonalization ----------
class Radial:
    """Radial Dirac Hamiltonian in a Laguerre basis for P and Q."""

    def __init__(self, kappa, coupling, n, screening=0.0, size=30):
        self.gamma = sqrt(kappa**2 - coupling**2)
        self.decay, self.size = coupling / n, size
        x, w = roots_genlaguerre(2 * size + 10, 2 * self.gamma - 1)
        poly, slope = self.polynomials(x)
        self.r, self.poly, self.wx = x / (2 * self.decay), poly, w * x
        pot = -coupling * np.exp(-screening * self.r) / self.r
        v = self.matrix(pot)
        d = 2 * self.decay * (poly * self.wx) @ slope.T
        b = d + kappa * self.matrix(1 / self.r)
        one = np.eye(size)
        self.energies, self.vectors = np.linalg.eigh(
            np.block([[one + v, b.T], [b, -one + v]]))

    def polynomials(self, x):
        poly, slope = [], []
        for k in range(self.size):
            a = 2 * self.gamma
            norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
            p = eval_genlaguerre(k, a, x)
            dp = -eval_genlaguerre(k - 1, a + 1, x) if k else 0 * x
            poly.append(norm * p)
            slope.append(norm * ((self.gamma / x - 0.5) * p + dp))
        return np.array(poly), np.array(slope)

    def matrix(self, values):
        return (self.poly * self.wx * values) @ self.poly.T

    def pick(self, index):
        self.energy = self.energies[index]
        self.p = self.vectors[:self.size, index]
        self.q = self.vectors[self.size:, index]
        self.beta = self.p @ self.p - self.q @ self.q
        self.R = self.p @ self.matrix(self.r) @ self.q
        return self

    def mean(self, values):
        mat = self.matrix(values)
        return self.p @ mat @ self.p + self.q @ mat @ self.q

    def functions(self, r):
        x = np.array([2 * self.decay * r])
        shape = x[0]**self.gamma * np.exp(-x[0] / 2)
        basis = self.polynomials(x)[0][:, 0] * shape
        return self.p @ basis, self.q @ basis


def coulomb_state(n, kappa, Z):
    state = Radial(kappa, Z * ALPHA, n)
    target = coulomb_energy(n, kappa, Z * ALPHA)
    return state.pick(np.argmin(abs(state.energies - target)))


levels = [(1, -1), (2, -1), (2, 1), (2, -2), (3, 1), (3, 2), (3, -3)]
worst_g = worst_e = 0.0
for Z in (10, 50, 80):
    for n, kappa in levels:
        s = coulomb_state(n, kappa, Z)
        exact = coulomb_energy(n, kappa, Z * ALPHA)
        worst_e = max(worst_e, abs(s.energy - exact))
        assert abs(s.energy - exact) < 1e-10
        assert abs(s.beta - s.energy) < 1e-8
        assert abs(2 * s.R - (kappa * s.beta - 0.5)) < 1e-8
        for m in (0.5, j_of(kappa)):
            g_direct = angular_factor(kappa, m) * s.R / m
            error = abs(g_direct - g_formula(kappa, exact))
            worst_g = max(worst_g, error)
            assert error < 1e-8
        if Z == 10:
            j, a = j_of(kappa), Z * ALPHA
            series = lande(kappa) - (kappa*a/n)**2 / (2*j*(j + 1))
            assert abs(g_direct - series) < a**4

# nonrelativistic limit against the general Lande formula
for kappa in (-1, 1, -2, 2, -3, 3, -4, 4):
    assert abs(g_formula(kappa, 1.0) - lande(kappa)) < 1e-13
assert abs(lande(1) - 2/3) < 1e-13 and abs(lande(-2) - 4/3) < 1e-13

# ---------- separated spinor in the Cartesian Dirac equation ----------
zero = np.zeros((2, 2))
alphas = [np.block([[zero, s], [s, zero]]) for s in (SX, SY, SZ)]
beta_matrix = np.diag([1, 1, -1, -1])


def full_spinor(state, kappa, m, point):
    r = np.linalg.norm(point)
    c, f = np.array([point[2] / r]), np.arctan2(point[1], point[0])
    p, q = state.functions(r)
    return np.concatenate([p * omega(kappa, m, c, f)[:, 0],
                           1j * q * omega(-kappa, m, c, f)[:, 0]]) / r


point, step = np.array([1.1, 0.7, 1.6]), 1e-3
for n, kappa in ((2, 1), (2, -2)):
    s = coulomb_state(n, kappa, 80)
    psi = full_spinor(s, kappa, 0.5, point)
    h_psi = beta_matrix @ psi - 80*ALPHA/np.linalg.norm(point) * psi
    for axis in range(3):
        shift = step * np.eye(3)[axis]
        grad = (full_spinor(s, kappa, 0.5, point + shift)
                - full_spinor(s, kappa, 0.5, point - shift)) / (2 * step)
        h_psi = h_psi - 1j * alphas[axis] @ grad
    # central differences leave an error of order step**2
    assert np.max(abs(h_psi - s.energy*psi)) < 1e-5 * np.max(abs(psi))

# ---------- screened potential: <beta> form holds, E form fails ----------
screening, screened = 0.05, []
for name, n, kappa in (("1s1/2", 1, -1), ("2p3/2", 2, -2)):
    s = Radial(kappa, 80 * ALPHA, n, screening, size=40)
    s.pick(np.where(s.energies > 0)[0][0])
    assert s.energy < 1
    virial = s.mean(80 * ALPHA * screening * np.exp(-screening * s.r))
    assert abs(s.beta - (s.energy - virial)) < 1e-7
    g_direct = angular_factor(kappa, 0.5) * s.R / 0.5
    assert abs(g_direct - g_formula(kappa, s.beta)) < 1e-7
    assert abs(g_direct - g_formula(kappa, s.energy)) > 1e-3
    screened.append((name, s.energy, s.beta, g_direct,
                     g_formula(kappa, s.energy)))

# ---------- worked example ----------
Z = 80
print(f"Z = {Z}, Z*alpha = {Z*ALPHA:.6f}, alpha = {ALPHA:.9f}")
print(f"m c^2 = {REST_KEV:.5f} keV")
print(f"hbar/(m c) = {LENGTH_PM:.6f} pm")
print(f"mu_B * 1 T = {MU_B_UEV:.5f} micro-eV")
print(f"gamma for |kappa|=1: {sqrt(1 - (Z*ALPHA)**2):.6f}")
print(f"gamma for |kappa|=2: {sqrt(4 - (Z*ALPHA)**2):.6f}")
g_values = {}
for name, n, kappa in (("1s1/2", 1, -1), ("2s1/2", 2, -1),
                       ("2p1/2", 2, 1), ("2p3/2", 2, -2)):
    s = coulomb_state(n, kappa, Z)
    E = coulomb_energy(n, kappa, Z * ALPHA)
    g = g_formula(kappa, E)
    g_direct = angular_factor(kappa, 0.5) * s.R / 0.5
    g_values[name] = g_direct
    print(f"{name}: kappa = {kappa}, E/(m c^2) = {E:.6f}, "
          f"<beta> = {s.beta:.6f}")
    print(f"  E - m c^2 = {(E - 1)*REST_KEV:.4f} keV, "
          f"R = {s.R*LENGTH_PM:.6f} pm")
    print(f"  g formula = {g:.6f}, g matrix element = {g_direct:.6f}")
    print(f"  Lande = {lande(kappa):.6f}, g - Lande = {g-lande(kappa):.6f}")
    print(f"  Zeeman spacing at 1 T = {g*MU_B_UEV:.4f} micro-eV")
difference = g_values["2s1/2"] - g_values["2p1/2"]
assert abs(difference - 4/3) < 1e-8
print(f"g(2s1/2) - g(2p1/2) from matrix elements = {difference:.6f}")
print("g factors of the 2p levels from the formula:")
for charge in (1, 20, 50, 80):
    a = charge * ALPHA
    print(f"  Z = {charge}: 2p1/2 {g_formula(1, coulomb_energy(2,1,a)):.7f}"
          f", 2p3/2 {g_formula(-2, coulomb_energy(2,-2,a)):.7f}")
print(f"Screened model, Z = 80, V = Coulomb*exp(-r/d), "
      f"d = {LENGTH_PM/screening:.4f} pm")
for name, E, b, g_direct, g_wrong in screened:
    print(f"  {name}: E/(m c^2) = {E:.6f}, <beta> = {b:.6f}")
    print(f"    g matrix element = {g_direct:.6f}, "
          f"g with E for <beta> = {g_wrong:.6f}")
print(f"largest Coulomb energy error = {worst_e:.1e} m c^2")
print(f"largest Coulomb g error = {worst_g:.1e}")
print("verified")
```

Running it gives:

```
Z = 80, Z*alpha = 0.583788, alpha = 0.007297353
m c^2 = 510.99895 keV
hbar/(m c) = 0.386159 pm
mu_B * 1 T = 57.88382 micro-eV
gamma for |kappa|=1: 0.811906
gamma for |kappa|=2: 1.912901
1s1/2: kappa = -1, E/(m c^2) = 0.811906, <beta> = 0.811906
  E - m c^2 = -96.1158 keV, R = -0.253302 pm
  g formula = 1.749208, g matrix element = 1.749208
  Lande = 2.000000, g - Lande = -0.250792
  Zeeman spacing at 1 T = 101.2508 micro-eV
2s1/2: kappa = -1, E/(m c^2) = 0.951816, <beta> = 0.951816
  E - m c^2 = -24.6222 keV, R = -0.280316 pm
  g formula = 1.935754, g matrix element = 1.935754
  Lande = 2.000000, g - Lande = -0.064246
  Zeeman spacing at 1 T = 112.0488 micro-eV
2p1/2: kappa = 1, E/(m c^2) = 0.951816, <beta> = 0.951816
  E - m c^2 = -24.6222 keV, R = 0.087236 pm
  g formula = 0.602421, g matrix element = 0.602421
  Lande = 0.666667, g - Lande = -0.064246
  Zeeman spacing at 1 T = 34.8704 micro-eV
2p3/2: kappa = -2, E/(m c^2) = 0.956451, <beta> = 0.956451
  E - m c^2 = -22.2537 keV, R = -0.465882 pm
  g formula = 1.286881, g matrix element = 1.286881
  Lande = 1.333333, g - Lande = -0.046453
  Zeeman spacing at 1 T = 74.4896 micro-eV
g(2s1/2) - g(2p1/2) from matrix elements = 1.333333
g factors of the 2p levels from the formula:
  Z = 1: 2p1/2 0.6666578, 2p3/2 1.3333262
  Z = 20: 2p1/2 0.6630927, 2p3/2 1.3304895
  Z = 50: 2p1/2 0.6434849, 2p3/2 1.3154327
  Z = 80: 2p1/2 0.6024208, 2p3/2 1.2868807
Screened model, Z = 80, V = Coulomb*exp(-r/d), d = 7.7232 pm
  1s1/2: E/(m c^2) = 0.839532, <beta> = 0.813400
    g matrix element = 1.751201, g with E for <beta> = 1.786043
  2p3/2: E/(m c^2) = 0.980333, <beta> = 0.961230
    g matrix element = 1.291979, g with E for <beta> = 1.312355
largest Coulomb energy error = 3.4e-15 m c^2
largest Coulomb g error = 2.7e-14
verified
```
